# Stale boundaries in parallel growth simulations: the error for two coupled domains: a program that tests the result

```python
"""Two coupled growth domains simulated in parallel with stale boundary data.

Each domain has one boundary site, empty (0) or filled (1).
  a     arrival rate of an atom from the domain's own terrace
  d     departure rate when the facing site is empty
  eps*d departure rate when the facing site is filled, eps = exp(-V/kT)
  tau   window between exchanges of boundary data;  u = d*tau;  z = a/d
Results under test:
  relative change of the pair probability P11, first order in tau:
      -(tau/2) (d - eps d) (1 - coverage)
  dilute pair population or nucleation rate, stale / true:
      R(u) = exp(-u) + (1 - exp(-u))^2 / (2u)
Joint states are numbered 2*A + B.
"""
import random
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def stationary(matrix):
    """Stationary row vector by subtraction-free elimination.
    Works for a stochastic kernel or for a generator."""
    m = np.array(matrix, dtype=float)
    size = len(m)
    for n in range(size - 1, 0, -1):
        m[:n, n] /= m[n, :n].sum()
        m[:n, :n] += np.outer(m[:n, n], m[n, :n])
    p = np.zeros(size)
    p[0] = 1.0
    for n in range(1, size):
        p[n] = p[:n] @ m[:n, n]
    return p / p.sum()


def generators(a, d, eps):
    """Generators that move only A, or only B, with true rates."""
    gen_a, gen_b = np.zeros((4, 4)), np.zeros((4, 4))
    for A in (0, 1):
        for B in (0, 1):
            i = 2 * A + B
            rate_a = a if A == 0 else (eps * d if B else d)
            rate_b = a if B == 0 else (eps * d if A else d)
            gen_a[i, 2 * (1 - A) + B] = rate_a
            gen_a[i, i] = -rate_a
            gen_b[i, 2 * A + 1 - B] = rate_b
            gen_b[i, i] = -rate_b
    return gen_a, gen_b


def site_kernel(a, leave, tau):
    """One site with constant rates during tau."""
    m = -np.expm1(-(a + leave) * tau) / (a + leave)
    return np.array([[1 - a * m, a * m], [leave * m, 1 - leave * m]])


def stale_kernel(a, d, eps, tau):
    """Both sites move at once, each with the old state of the other."""
    k = [site_kernel(a, d, tau), site_kernel(a, eps * d, tau)]
    out = np.zeros((4, 4))
    for A in (0, 1):
        for B in (0, 1):
            out[2 * A + B] = np.kron(k[B][A], k[A][B])
    return out


def tv(p, q):
    return 0.5 * np.abs(p - q).sum()


def R(u):
    return np.exp(-u) + np.expm1(-u) ** 2 / (2 * u)


# ---------- dense test case, time in units of 1/d ----------
a, d, eps = 0.5, 1.0, 0.1
LA, LB = generators(a, d, eps)
L = LA + LB
pi = stationary(L)
z = a / d
weights = np.array([1, z, z, z * z / eps])
assert np.allclose(pi, weights / weights.sum(), rtol=1e-12)
cover = pi[2] + pi[3]

# local error of one window against the second-order formula
S = np.zeros((4, 4))
for A in (0, 1):
    for B in (0, 1):
        ga = np.array([LA[2 * A + B, B], LA[2 * A + B, 2 + B]])
        gb = np.array([LB[2 * A + B, 2 * A], LB[2 * A + B, 2 * A + 1]])
        S[2 * A + B] = np.kron(ga, gb)
t_small = 1e-3
local = (stale_kernel(a, d, eps, t_small) - expm(L * t_small)) / t_small**2
assert np.allclose(local, 0.5 * (2 * S - LA @ LB - LB @ LA), atol=3e-3)
flux = a * a * (1 - eps) / weights.sum()
assert np.allclose(pi @ S, -flux * np.array([1, -1, -1, 1]), atol=1e-12)


# rate-mismatch bound on the error of one window
def mismatch_bound(A, B, tau):
    def integrand(s):
        pa = site_kernel(a, eps * d if B else d, s)[A]
        pb = site_kernel(a, eps * d if A else d, s)[B]
        return (d - eps * d) * (pa[1] * pb[1 - B] + pb[1] * pa[1 - A])
    return quad(integrand, 0, tau)[0]


for tau in (0.01, 0.1, 1.0, 3.0):
    difference_true = expm(L * tau)
    difference_stale = stale_kernel(a, d, eps, tau)
    for A in (0, 1):
        for B in (0, 1):
            i = 2 * A + B
            assert (tv(difference_stale[i], difference_true[i])
                    <= mismatch_bound(A, B, tau) * (1 + 1e-6) + 1e-13)
sharpness = (tv(stale_kernel(a, d, eps, 0.01)[2], expm(L * 0.01)[2])
             / mismatch_bound(1, 0, 0.01))
assert 0.95 < sharpness <= 1.000001


# first-order laws for pairs and coverage, slope by extrapolation
def shifts(tau):
    p = stationary(stale_kernel(a, d, eps, tau))
    return np.array([p[3] / pi[3] - 1, p[2] + p[3] - cover])


slope = (4 * shifts(0.005) - shifts(0.01)) / 0.01
law = np.array([-0.5 * (d - eps * d) * (1 - cover),
                -0.5 * (d - eps * d) * (1 - eps) * pi[3] * pi[0]])
assert np.allclose(slope, law, rtol=2e-3)

# event-by-event simulation of the stale scheme
rng = random.Random(12)
tau_mc = 2.0


def run_domain(site, ghost):
    leave = eps * d if ghost else d
    t = rng.expovariate(leave if site else a)
    while t < tau_mc:
        site = 1 - site
        t += rng.expovariate(leave if site else a)
    return site


A = B = pairs = 0
windows = 200000
for _ in range(windows):
    A, B = run_domain(A, B), run_domain(B, A)
    pairs += A * B
pair_mc = pairs / windows
p_mid = stationary(stale_kernel(a, d, eps, tau_mc))
assert abs(pair_mc - p_mid[3]) < 0.012
assert p_mid[3] < pi[3] - 0.05

# very long window: right coverage, no correlation
p_long = stationary(stale_kernel(a, d, eps, 200.0))
assert abs(p_long[2] + p_long[3] - cover) < 1e-10
assert abs(p_long[3] - cover**2) < 1e-10

# controls: no rate coupling; one domain after the other
GA, GB = generators(a, d, 1.0)
assert np.allclose(stale_kernel(a, d, 1.0, 2.0), expm(2 * (GA + GB)))
for tau in (0.1, 2.0, 20.0):
    assert np.allclose(pi @ expm(LA * tau) @ expm(LB * tau), pi, atol=1e-12)


# transient from empty sites: both schemes have an error of order tau
def transient_errors(n):
    tau = 1.0 / n
    start = np.array([1.0, 0, 0, 0])
    truth = start @ expm(L)
    kernels = (stale_kernel(a, d, eps, tau), expm(LA * tau) @ expm(LB * tau))
    return np.array([tv(start @ np.linalg.matrix_power(k, n), truth)
                     for k in kernels])


err_coarse, err_fine = transient_errors(50), transient_errors(100)
assert np.all(np.abs(err_coarse / err_fine - 2) < 0.2)

# irreversible dilute growth: number of new pairs, stale / true
z_g = 1e-4
NA, NB = generators(z_g, 1.0, 0.0)
growth = {}
for u in (0.1, 1.0, 3.0):
    start = np.array([1, z_g, z_g, 0]) / (1 + 2 * z_g)
    made = []
    for kern in (expm((NA + NB) * u), stale_kernel(z_g, 1.0, 0.0, u),
                 expm(NA * u) @ expm(NB * u)):
        p = start.copy()
        for _ in range(200):
            p = p @ kern
        made.append(p[3])
    growth[u] = (made[1] / made[0], made[2] / made[0])
    assert abs(growth[u][0] - R(u)) < 2e-3
    assert abs(growth[u][1] - 1) < 2e-3

# ---------- worked example: rough values, Ag on Ag(100) ----------
barrier, bond, attempt = 0.40, 0.20, 1e13
temperature, deposition, density = 300.0, 0.01, 3e-6
kT = k_joule * temperature / e_charge
hop = attempt * np.exp(-barrier / kT)
d_ex, a_ex, eps_ex = 3 * hop, 3 * hop * density, np.exp(-bond / kT)
exact = stationary(sum(generators(a_ex, d_ex, eps_ex)))
u_one = brentq(lambda u: R(u) - 0.99, 1e-4, 1.0)
tau_one = u_one / d_ex
table = []
for u in (u_one, 0.1, 1.0, 3.0, 10.0):
    p = stationary(stale_kernel(a_ex, d_ex, eps_ex, u / d_ex))
    ratio = p[3] / exact[3]
    assert abs(ratio / R(u) - 1) < 1e-2
    table.append((u, u / d_ex * 1e9, ratio, R(u)))

# neglected: returning atoms. One atom in each 5 x 5 domain, periodic
# along the boundary; equal site numbers face each other; column 0 bonds.
W = 5
M = W * W


def lattice_kernels(u):
    kernels = np.zeros((M, M, M))
    for ghost in range(M):
        g = np.zeros((M, M))
        for x in range(W):
            for y in range(W):
                i = x * W + y
                rate = (eps_ex if (x == 0 and i == ghost) else 1.0) / 3
                targets = [x * W + (y + 1) % W, x * W + (y - 1) % W]
                if x > 0:
                    targets.append(i - W)
                if x < W - 1:
                    targets.append(i + W)
                for j in targets:
                    g[i, j] += rate
                    g[i, i] -= rate
        kernels[ghost] = np.maximum(expm(g * u), 0.0)
    return kernels


w = np.ones((M, M))
w[range(W), range(W)] = 1 / eps_ex
w /= w.sum()
bonded = w[range(W), range(W)].sum()
lattice = {}
for u in (u_one, 1.0):
    E = lattice_kernels(u)
    assert np.allclose(np.einsum('ij,jik->kj', w, E), w, atol=1e-11)
    K = np.einsum('jik,ijl->ijkl', E, E).reshape(M * M, M * M)
    q = stationary(K).reshape(M, M)
    b = q[range(W), range(W)].sum()
    lattice[u] = (b / (1 - b)) / (bonded / (1 - bonded))
    assert 0 < lattice[u] < 1
assert 0.2 < (1 - lattice[u_one]) / 0.01 < 2.0

print("DENSE TEST CASE (time in units of 1/d)")
print(f"a = {a}, d = {d}, eps = {eps}")
print(f"true coverage {cover:.4f}, true P11 {pi[3]:.4f}, P00 {pi[0]:.4f}")
print(f"slope of dP11/P11: computed {slope[0]:.5f}, law {law[0]:.5f}")
print(f"slope of coverage: computed {slope[1]:.5f}, law {law[1]:.5f}")
print(f"one-window error / bound, start (1,0), tau 0.01: {sharpness:.4f}")
print(f"tau = {tau_mc}: stale P11 kernel {p_mid[3]:.4f}, simulated {pair_mc:.4f}")
print(f"tau = {tau_mc}: stale coverage {p_mid[2] + p_mid[3]:.4f}")
print(f"tau = 200: stale P11 {p_long[3]:.4f}, coverage^2 {cover**2:.4f}")
print("transient at t = 1 from empty, total-variation error:")
for name, i in (("stale", 0), ("one after the other", 1)):
    print(f"  {name}: tau 0.02 {err_coarse[i]:.3e}, tau 0.01 {err_fine[i]:.3e}")
print("IRREVERSIBLE DILUTE GROWTH, new pairs relative to truth")
for u, (stale, seq) in growth.items():
    print(f"  u = {u}: stale {stale:.4f}, R(u) {R(u):.4f}, in turn {seq:.4f}")
print("EXAMPLE (rough values, Ag on Ag(100))")
print(f"barrier {barrier:.2f} eV, bond {bond:.2f} eV, attempt {attempt:.0e} 1/s")
print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV, flux {deposition} ML/s")
print(f"adatom density {density:.1e} per site")
print(f"hop rate per direction h = {hop:.3e} 1/s")
print(f"departure rate d = 3h = {d_ex:.3e} 1/s, 1/d = {1e9 / d_ex:.1f} ns")
print(f"eps = {eps_ex:.3e}, bonded-pair lifetime {1e6 / (2 * eps_ex * d_ex):.1f} us")
print(f"1 % pair loss: u = {u_one:.5f}, window = {tau_one * 1e9:.2f} ns")
print("u, window (ns), stale/true pairs from kernel, R(u):")
for row in table:
    print(f"  {row[0]:.4f}  {row[1]:.2f}  {row[2]:.4f}  {row[3]:.4f}")
events = 1e6 * density * 4 * hop * tau_one
print(f"hops per 1000 x 1000 domain in the 1 % window: {events:.3f}")
print(f"1 % windows per monolayer: {1 / (deposition * tau_one):.2e}")
print("NEGLECTED EFFECTS")
for u, value in lattice.items():
    print(f"  5 x 5 lattice, u = {u:.4f}: bond odds ratio {value:.4f}, R {R(u):.4f}")
print(f"  blocked cross hops per new pair, 1 % window: {hop * tau_one / 2:.4f}")
print(f"  direct deposition / arrival by hopping: {deposition / a_ex:.2e}")
print(f"  finite density, z/eps: {density / eps_ex:.2e}")
for T in (250.0, 350.0):
    rate = 3 * attempt * np.exp(-barrier * e_charge / (k_joule * T))
    print(f"  1 % window at {T:.0f} K: {u_one / rate * 1e9:.3g} ns")
print(f"  window factor for 0.05 eV barrier error: {np.exp(0.05 / kT):.2f}")
print("success")
```

Printed output:

```
DENSE TEST CASE (time in units of 1/d)
a = 0.5, d = 1.0, eps = 0.1
true coverage 0.6667, true P11 0.5556, P00 0.2222
slope of dP11/P11: computed -0.15000, law -0.15000
slope of coverage: computed -0.05000, law -0.05000
one-window error / bound, start (1,0), tau 0.01: 0.9947
tau = 2.0: stale P11 kernel 0.4429, simulated 0.4442
tau = 2.0: stale coverage 0.6253
tau = 200: stale P11 0.4444, coverage^2 0.4444
transient at t = 1 from empty, total-variation error:
  stale: tau 0.02 8.859e-04, tau 0.01 4.412e-04
  one after the other: tau 0.02 3.055e-04, tau 0.01 1.514e-04
IRREVERSIBLE DILUTE GROWTH, new pairs relative to truth
  u = 0.1: stale 0.9501, R(u) 0.9501, in turn 1.0000
  u = 1.0: stale 0.5677, R(u) 0.5677, in turn 1.0000
  u = 3.0: stale 0.2003, R(u) 0.2003, in turn 0.9999
EXAMPLE (rough values, Ag on Ag(100))
barrier 0.40 eV, bond 0.20 eV, attempt 1e+13 1/s
T = 300 K, kT = 0.02585 eV, flux 0.01 ML/s
adatom density 3.0e-06 per site
hop rate per direction h = 1.907e+06 1/s
departure rate d = 3h = 5.720e+06 1/s, 1/d = 174.8 ns
eps = 4.367e-04, bonded-pair lifetime 200.2 us
1 % pair loss: u = 0.02000, window = 3.50 ns
u, window (ns), stale/true pairs from kernel, R(u):
  0.0200  3.50  0.9900  0.9900
  0.1000  17.48  0.9501  0.9501
  1.0000  174.82  0.5678  0.5677
  3.0000  524.45  0.2005  0.2003
  10.0000  1748.17  0.0503  0.0500
hops per 1000 x 1000 domain in the 1 % window: 0.080
1 % windows per monolayer: 2.86e+10
NEGLECTED EFFECTS
  5 x 5 lattice, u = 0.0200: bond odds ratio 0.9906, R 0.9900
  5 x 5 lattice, u = 1.0000: bond odds ratio 0.6179, R 0.5677
  blocked cross hops per new pair, 1 % window: 0.0033
  direct deposition / arrival by hopping: 5.83e-04
  finite density, z/eps: 6.87e-03
  1 % window at 250 K: 77.2 ns
  1 % window at 350 K: 0.383 ns
  window factor for 0.05 eV barrier error: 6.92
success
```
